# Origin Shifts of Dipole and Second-Moment Integrals and Molecular Multipoles

**Q.** A dipole moment is built from the position vector, and the position vector depends on where I put the origin. How can it be a property of the molecule at all?

**A.** Sometimes it is not. To see when, let us first fix what moves and what stays. The nuclei sit at positions \(\mathbf R_A\), and the real basis functions \(\chi_\mu(\mathbf r)\) are attached to them. None of these moves. The only thing we change is the reference point \(\mathbf C\) inside the operator. Define

\[
S_{\mu\nu}=\int \chi_\mu\chi_\nu\,d^3r,\qquad
D_{i,\mu\nu}(\mathbf C)=\int \chi_\mu\,(\mathbf r-\mathbf C)_i\,\chi_\nu\,d^3r,
\]
\[
Q_{ij,\mu\nu}(\mathbf C)=\int \chi_\mu\,(\mathbf r-\mathbf C)_i(\mathbf r-\mathbf C)_j\,\chi_\nu\,d^3r ,
\]

where \(i,j\) run over \(x,y,z\). These are matrices of position, with no electron charge in them. I use atomic units, so lengths are in bohr and charges in units of \(e\).

**Q.** Then move the reference point. Do I have to recompute every integral?

**A.** No. Let the new point be \(\mathbf C'=\mathbf C+\mathbf d\). Then

\[
\mathbf r-\mathbf C'=(\mathbf r-\mathbf C)-\mathbf d .
\]

The minus sign arises because a reference point moved forward sees everything else moved back. Insert one component into the dipole integral. The number \(d_i\) comes out of the integral, and what remains beside it is the overlap:

\[
D_i(\mathbf C')=D_i(\mathbf C)-d_i\,S. \tag{1}
\]

For the second moment, multiply out two such factors:

\[
\begin{aligned}
[(\mathbf r-\mathbf C)_i-d_i]\,[(\mathbf r-\mathbf C)_j-d_j]
={}&(\mathbf r-\mathbf C)_i(\mathbf r-\mathbf C)_j-d_i(\mathbf r-\mathbf C)_j\\
&-d_j(\mathbf r-\mathbf C)_i+d_id_j .
\end{aligned}
\]

Integrating each term between \(\chi_\mu\) and \(\chi_\nu\) gives

\[
Q_{ij}(\mathbf C')=Q_{ij}(\mathbf C)-d_iD_j(\mathbf C)-d_jD_i(\mathbf C)+d_id_j\,S. \tag{2}
\]

**Q.** My basis is small. Surely this needs a complete basis somewhere?

**A.** Completeness would be needed to replace \(Q_{ij}\) by the product \(D_iS^{-1}D_j\), because that inserts a resolution of the identity between the two position factors; in a finite basis the product and \(Q_{ij}\) are in general different matrices. We made no such replacement. We expanded the integrand at each point \(\mathbf r\) and used linearity of the integral. Equations (1) and (2) therefore hold for each pair of functions separately, whatever the rest of the basis is.

**Q.** Show me one pair with numbers.

**A.** Take HF with F at the origin and H at \(z=1.75\) bohr, in the 6-31G basis. The pair is the fluorine function labelled \(2p_z\) and the hydrogen function labelled \(1s\). With \(\mathbf C=0\), the integrals are

\[
S=0.23601,\quad D_x=0,\quad D_z=0.23716,\quad Q_{xz}=0,\quad Q_{zz}=0.25384 .
\]

Shift by \(\mathbf d=(0.5,-0.3,1.0)\) bohr. Equation (1) gives

\[
D_x'=0-0.5(0.23601)=-0.11801,\qquad D_z'=0.23716-0.23601=0.00115 .
\]

Equation (2) gives

\[
Q_{xz}'=0-0.5(0.23716)-1.0(0)+0.5(0.23601)=-0.000575,
\]
\[
Q_{zz}'=0.25384-2(0.23716)+0.23601=0.01553 .
\]

Direct evaluation at the new point gives \(-0.11801\), \(0.00115\), \(-0.000575\) and \(0.01553\) at this precision. The numerical check also compares both laws, for all pairs in this basis, with real-space quadrature about the new point; the largest absolute deviation is \(1.6\times10^{-9}\) in atomic units.

**Q.** So every dipole integral with a nonzero overlap is origin dependent. That sounds fatal for transition dipoles between orbitals.

**A.** The condition you just named is what saves them. Let the columns of \(X\) hold the coefficients of orthonormal molecular orbitals, so that \(X^TSX=1\). Multiply (1) by \(X^T\) from the left and by \(X\) from the right:

\[
X^TD_i(\mathbf C')X=X^TD_i(\mathbf C)X-d_i\,1 .
\]

The unit matrix has no off-diagonal elements. A dipole element between two different orthonormal orbitals is thus unchanged, while each diagonal element moves by \(-d_i\). This does not carry over to second moments: in (2) the off-diagonal elements still receive \(-d_iD_j-d_jD_i\), which in general does not vanish.

**Q.** The diagonal elements do move, though, and the molecular dipole is a sum over occupied orbitals. It must move too.

**A.** The electronic part does. But the molecule also has nuclei. Let \(P\) be the symmetric one-electron density matrix, normalized so that \(\mathrm{Tr}\,PS=N\), the number of electrons. Nuclei have charge \(+Z_A\) and electrons \(-1\), so

\[
\mu_i(\mathbf C)=\sum_A Z_A(\mathbf R_A-\mathbf C)_i-\mathrm{Tr}\,PD_i(\mathbf C).
\]

Under the shift the nuclear sum changes by \(-d_i\sum_AZ_A\). By (1), the electronic term changes by \(-(-d_i\,\mathrm{Tr}\,PS)=+Nd_i\). Writing \(q=\sum_AZ_A-N\) for the total charge, we have

\[
\mu_i(\mathbf C')=\mu_i(\mathbf C)-q\,d_i. \tag{3}
\]

For a neutral molecule the two changes cancel. For an ion they do not.

**Q.** Does the cancellation really take place between large pieces?

**A.** For HF at the RHF/6-31G level, the \(z\) components in \(e\) bohr are as follows.

| Reference point | Nuclear | Electronic | Total |
|---|---:|---:|---:|
| \(\mathbf C\) | 1.750 | −0.842 | 0.908 |
| \(\mathbf C+\mathbf d\) | −8.250 | 9.158 | 0.908 |

Both the nuclear charge and the electron number are 10, and \(d_z=1\) bohr. The parts therefore move by \(-10\) and \(+10\). The total, 0.908 \(e\) bohr or 2.31 debye, stays put. (This small basis serves to illustrate the laws, not to predict the values: RHF in the aug-cc-pVTZ basis gives 0.764 \(e\) bohr or 1.94 debye.) The split into a nuclear and an electronic dipole has no origin-independent meaning here; their sum does.

This also shows two ways to spoil the result. If the nuclear part is taken about \(\mathbf C\) but the electronic part about \(\mathbf C+\mathbf d\), the sum is wrong by \(N\mathbf d\). And if \(\mathrm{Tr}\,PS\) differs from \(N\), the density carries a false net charge, which enters (3) as a real one would.

**Q.** Now the second moment. If the dipole of HF is safe, I would expect its second moment to be safe as well.

**A.** Test that expectation. Define the molecular second moment with the same signs:

\[
M_{ij}(\mathbf C)=\sum_AZ_A(\mathbf R_A-\mathbf C)_i(\mathbf R_A-\mathbf C)_j-\mathrm{Tr}\,PQ_{ij}(\mathbf C).
\]

The nuclear products expand just as the integrand did. Adding the nuclear terms and subtracting the traces of (2), collect equal powers of \(\mathbf d\). The linear terms contain the nuclear dipole minus \(\mathrm{Tr}\,PD\), which is \(\mu\). The quadratic term contains \(\sum_AZ_A-\mathrm{Tr}\,PS=q\). Hence

\[
M_{ij}(\mathbf C')=M_{ij}(\mathbf C)-d_i\mu_j(\mathbf C)-d_j\mu_i(\mathbf C)+q\,d_id_j. \tag{4}
\]

Neutrality removes the last term, but the dipole terms remain. For HF, in \(e\) bohr\(^2\),

\[
M_{zz}'=-2.254-2(1.0)(0.908)=-4.070,\qquad
M_{xz}'=0-0.5(0.908)=-0.454 .
\]

So the second moment of HF depends on the origin. (About F, aug-cc-pVTZ gives \(M_{zz}=-2.343\) and \(M_{xx}=-4.243\) \(e\) bohr\(^2\), so the 6-31G values are not converged.) If \(q\) and \(\mu\) both vanish, equation (4) leaves \(M_{ij}\) unchanged.

**Q.** What about \(M_{xx}\)? There \(\mu_x=0\), so nothing happens.

**A.** Correct: \(M_{xx}\) remains \(-4.016\) \(e\) bohr\(^2\). A single component may be unaffected by a given shift. Origin independence has to be judged on the complete tensor and for all shifts.

**Q.** I see a pattern, but two orders are not a proof. What happens at order 17?

**A.** We can treat all orders together. Let \(\rho(\mathbf r)\) be the total charge density: point nuclei minus the electron density. Its Gaussian tails ensure that all the integrals below exist. Choose an auxiliary vector \(\mathbf x\), unrelated to the molecule, and define

\[
M_n(\mathbf C;\mathbf x)=\int\rho(\mathbf r)\,[(\mathbf r-\mathbf C)\cdot\mathbf x]^n\,d^3r .
\]

This is the Cartesian moment tensor of order \(n\) with all its indices contracted with \(\mathbf x\). For example, \(M_0=q\), \(M_1=\sum_i\mu_ix_i\) and \(M_2=\sum_{ij}M_{ij}x_ix_j\). No information is lost. The tensor is symmetric, so each coefficient of the polynomial in \(\mathbf x\) is one tensor component times a positive count of index orderings. The polynomial vanishes identically if and only if the tensor does.

After the shift, the bracket is \((\mathbf r-\mathbf C)\cdot\mathbf x-\mathbf d\cdot\mathbf x\). The binomial theorem gives

\[
M_n(\mathbf C+\mathbf d;\mathbf x)=\sum_{k=0}^{n}\binom nk(-\mathbf d\cdot\mathbf x)^{n-k}M_k(\mathbf C;\mathbf x). \tag{5}
\]

A moment is thus mixed with lower moments, never with higher ones.

Let \(l\) be the lowest order whose moment is nonzero at \(\mathbf C\). Set \(n=l\) in (5). All terms with \(k<l\) vanish, and the term \(k=l\) has the factor \((-\mathbf d\cdot\mathbf x)^0=1\). Thus

\[
M_l(\mathbf C+\mathbf d;\mathbf x)=M_l(\mathbf C;\mathbf x).
\]

For \(n<l\), every term in (5) vanishes, so the lower moments are zero at the new point too. The order \(l\) is therefore itself independent of the origin.

**Q.** That proves the lowest one is invariant. You have not proved that it is the only one. Perhaps the changes in some higher moment cancel.

**A.** Take \(n>l\) and move along a line, \(\mathbf d=t\mathbf u\), with \(\mathbf u\) a fixed unit vector. The sum in (5) now starts at \(k=l\), and its highest power of \(t\) is

\[
t^{\,n-l}\binom nl(-\mathbf u\cdot\mathbf x)^{n-l}M_l(\mathbf C;\mathbf x).
\]

Its coefficient is a product of nonzero polynomials in \(\mathbf x\). Such a product is nonzero: order monomials first by the power of \(x\), then of \(y\), then of \(z\); the leading monomials of the factors multiply to the leading monomial of the product, with a nonzero coefficient. So we can choose an \(\mathbf x\) at which this coefficient does not vanish.

At that \(\mathbf x\), the change \(M_n(\mathbf C+t\mathbf u;\mathbf x)-M_n(\mathbf C;\mathbf x)\) is a polynomial in \(t\) of degree \(n-l\). It has at most \(n-l\) real roots, and one of them is \(t=0\). Along any line there are therefore at most \(n-l-1\) nonzero shifts that restore the tensor. Every other shift changes it. Hence no complete Cartesian moment above the lowest nonvanishing one is origin independent.

For \(n=l+1\), the number of exceptions is zero. The next moment changes under every nonzero shift.

**Q.** You allow exceptions from \(n=l+2\) onward. Do they occur, or is that only caution?

**A.** They occur in an ion whose dipole about the old point is nonzero; there \(l=0\) and the second moment has \(n=l+2\). (If that dipole is zero, (4) gives the change \(q\,d_id_j\), which no nonzero shift makes vanish.) Put \(\mathbf d=2\boldsymbol\mu/q\) into (4), with \(\boldsymbol\mu\) taken at the old point:

\[
-\frac{2\mu_i\mu_j}{q}-\frac{2\mu_j\mu_i}{q}+q\,\frac{4\mu_i\mu_j}{q^2}=0 .
\]

Half that shift, \(\mathbf d=\boldsymbol\mu/q\), makes the dipole vanish by (3). It moves the reference point to the centre of charge. So the shift \(2\boldsymbol\mu/q\) takes us to the mirror image of the old point through that centre.

For OH\(^-\) at the same level of theory, with O at the origin and H at \(z=1.85\) bohr, \(q=-1\) and \(\mu_z=0.424\) \(e\) bohr. The centre of charge lies at \(z=0.424/(-1)=-0.424\) bohr, on the side of O away from H. The values of \(M_{zz}\) at O, at the centre of charge and at the mirror point are \(-4.891\), \(-4.711\) and \(-4.891\) \(e\) bohr\(^2\). The agreement of the outer two does not make this second moment a molecular constant, as the middle value shows. The 6-31G basis lacks the diffuse functions an anion needs: in aug-cc-pVTZ, \(\mu_z=0.378\) \(e\) bohr and the three values are \(-5.586\), \(-5.443\) and \(-5.586\) \(e\) bohr\(^2\), with the same pattern.

**Q.** Then the dipole of OH\(^-\) can be anything I like?

**A.** As a vector about an arbitrary point, yes. With \(d_z=1\) bohr, equation (3) gives \(0.424-(-1)(1)=1.424\) \(e\) bohr. A dipole stated for an ion needs its reference point stated with it. The dipole of a neutral molecule is different: no choice of origin can remove it.

**Q.** Suppose I use the traceless quadrupole instead. Does removing the trace repair the origin dependence in HF?

**A.** Use the convention

\[
\Theta_{ij}=\tfrac12\Big(3M_{ij}-\delta_{ij}\sum_kM_{kk}\Big).
\]

Let \(\Delta\) denote the new value minus the old. Equation (4) gives \(\sum_k\Delta M_{kk}=-2\,\mathbf d\cdot\boldsymbol\mu+q\,d^2\), so

\[
\Delta\Theta_{ij}=-\tfrac32(d_i\mu_j+d_j\mu_i)+\delta_{ij}\,\mathbf d\cdot\boldsymbol\mu+\tfrac q2(3d_id_j-\delta_{ij}d^2).
\]

Only the charge and dipole appear. For \(q=0\), add the squares of all nine components. With \(T_{ij}=d_i\mu_j+d_j\mu_i\) and \(s=\mathbf d\cdot\boldsymbol\mu\), we need \(\sum T_{ij}^2=2d^2\mu^2+2s^2\), \(\sum\delta_{ij}T_{ij}=2s\) and \(\sum\delta_{ij}^2=3\). Then

\[
\begin{aligned}
\sum_{ij}(\Delta\Theta_{ij})^2
&=\tfrac94(2d^2\mu^2+2s^2)-3s(2s)+3s^2\\
&=\tfrac92d^2\mu^2+\tfrac32(\mathbf d\cdot\boldsymbol\mu)^2 .
\end{aligned}
\]

This is positive whenever \(\mathbf d\) and \(\boldsymbol\mu\) are nonzero. Removing the trace does not help. In HF,

\[
\Delta\Theta_{zz}=-3d_z\mu_z+d_z\mu_z=-2(1.0)(0.908)=-1.816,
\]

which takes \(\Theta_{zz}\) from \(1.763\) to \(-0.054\) \(e\) bohr\(^2\). Even the sign depends on the origin: \(\Theta_{zz}\) passes through zero at \(d_z=\Theta_{zz}/2\mu_z\), with \(\Theta_{zz}\) taken about F, which is 0.970 bohr in this basis. Where the crossing lies depends on the basis. In aug-cc-pVTZ it is at 1.242 bohr, and our shift takes \(\Theta_{zz}\) from \(1.899\) to \(0.371\) \(e\) bohr\(^2\) without a change of sign.

For N\(_2\), by contrast, \(q=0\) and \(\boldsymbol\mu=0\). Its \(\Theta_{zz}=-1.667\) \(e\) bohr\(^2\), at a bond length of 2.10 bohr, is the same about both points. The invariance holds in any basis, but the value is far from converged: aug-cc-pVTZ gives \(-0.889\) \(e\) bohr\(^2\).

**Q.** Methane has no charge, no dipole and no traceless quadrupole. Its lowest multipole should be the octupole. But your Cartesian theorem would stop at the second moment. Which is right?

**A.** Both, because "lowest" refers to two different lists. Tetrahedral symmetry makes the second moment isotropic, \(M_{ij}=m\,\delta_{ij}\), but does not force \(m\) to vanish. In our calculation \(m=-6.278\) \(e\) bohr\(^2\) (\(-6.263\) in aug-cc-pVTZ). This is the lowest nonzero Cartesian moment, and it is invariant. The traceless quadrupole removes it entirely.

The Cartesian third moment must then depend on the origin. Expand three factors \((\mathbf r-\mathbf C)-\mathbf d\). Terms with two or three factors of \(\mathbf d\) multiply the dipole or the charge and vanish. The terms with one factor leave

\[
\Delta M_{ijk}=-m(d_i\delta_{jk}+d_j\delta_{ik}+d_k\delta_{ij}).
\]

For example, \(\Delta M_{xxx}=-3(0.5)(-6.278)=9.417\) \(e\) bohr\(^3\).

Now form the traceless octupole,

\[
\Omega_{ijk}=\tfrac12\big[5M_{ijk}-\delta_{ij}v_k-\delta_{ik}v_j-\delta_{jk}v_i\big],\qquad v_k=\sum_aM_{aak}.
\]

The change in the trace vector is

\[
\Delta v_k=-m(d_k+d_k+3d_k)=-5m\,d_k .
\]

The first two terms come from \(\sum_ad_a\delta_{ak}\), the third from \(\sum_a\delta_{aa}=3\). Substitution gives

\[
\begin{aligned}
\Delta\Omega_{ijk}=\tfrac12\big[&-5m(d_i\delta_{jk}+d_j\delta_{ik}+d_k\delta_{ij})\\
&+5m(\delta_{ij}d_k+\delta_{ik}d_j+\delta_{jk}d_i)\big]=0 .
\end{aligned}
\]

The traceless octupole of methane is invariant although the Cartesian third moment is not. Its component \(\Omega_{xyz}\) is \(2.239\) \(e\) bohr\(^3\) about both points, for C at the origin and one H at \((1.19,1.19,1.19)\) bohr; aug-cc-pVTZ gives \(2.482\) \(e\) bohr\(^3\), again about both points.

The argument used only \(q=0\), \(\boldsymbol\mu=0\) and \(\Theta_{ij}=0\), since the last condition already means \(M_{ij}=m\delta_{ij}\). It therefore covers any molecule whose lowest traceless multipole is the octupole.

**Q.** So before I compare two computed multipoles, what must I know?

**A.** Assume both results use the same orientation of the axes relative to the molecule, since components change under rotation even when the origin is irrelevant: with N\(_2\) along \(x\) instead of \(z\), \(\Theta_{zz}\) is \(+0.833\) rather than \(-1.667\) \(e\) bohr\(^2\). Then two things matter for the origin. First, whether the moments are Cartesian or traceless. Second, whether a lower moment in that list is nonzero. If none is, the reference point does not matter; we have shown this for Cartesian moments of every order and for traceless moments up to the octupole. If one is, translate both results to the same point before comparing them. For second moments, equation (4) does this from the charge, dipole and second moment already in hand, without new integrals.

## Calculated quantities

```
RHF/6-31G, atomic units unless stated
old origin C (bohr): (0.000000, 0.000000, 0.000000)
shift d (bohr): (0.500000, -0.300000, 1.000000)
OH-: bond length 1.8500 bohr, energy -75.311751 hartree
HF: bond length 1.7500 bohr, energy -99.983396 hartree
N2: bond length 2.1000 bohr, energy -108.866442 hartree
CH4: bond length 2.0611 bohr, energy -40.180353 hartree
HF matrices, formula vs analytic: max error 4.4e-16
HF matrices, formula vs quadrature: max error 1.6e-09
HF basis-function pair: 0 F 2pz and 1 H 1s
  overlap S: 0.236012
  old D_x, D_z: 0.000000 0.237162
  old Q_xz, Q_zz: 0.000000 0.253843
  new D_x, D_z (direct): -0.118006 0.001150
  new Q_xz, Q_zz (direct): -0.000575 0.015532
HF dipole z (e bohr): nuclear, electronic, total
  old: 1.750000 -0.841855 0.908145
  new: -8.250000 9.158145 0.908145
HF dipole z: 2.3083 debye
HF second moments (e bohr^2): xx, zz, xz
  old: -4.016392 -2.253877 0.000000
  new: -4.016392 -4.070167 -0.454073
HF Theta_zz old, new (e bohr^2): 1.762515 -0.053775
HF sum of squared Theta changes (e^2 bohr^4): 6.210201
Largest component changes, orders 0 1 2 3 (e bohr^order)
  OH- Cartesian, lowest 0: 0.000000 1.000000 1.848765 16.947066
  OH- traceless, lowest 0: 0.000000 1.000000 1.678765 1.571736
  HF Cartesian, lowest 1: 0.000000 0.000000 1.816291 9.486065
  HF traceless, lowest 1: 0.000000 0.000000 1.816291 3.026264
  N2 Cartesian, lowest 2: 0.000000 0.000000 0.000000 28.082499
  N2 traceless, lowest 2: 0.000000 0.000000 0.000000 5.000352
  CH4 Cartesian, lowest 2: 0.000000 0.000000 0.000000 18.833458
  CH4 traceless, lowest 3: 0.000000 0.000000 0.000000 0.000000
N2 Theta_zz old, new (e bohr^2): -1.666784 -1.666784
CH4 second moment xx (e bohr^2): -6.277819
CH4 third moment xxx old, new (e bohr^3): 0.000000 9.416729
CH4 Omega_xyz old, new (e bohr^3): 2.238978 2.238978
OH- charge (e): -1.000000
OH- dipole z old, new (e bohr): 0.424382 1.424382
OH- shift mu/q along z (bohr): -0.424382
OH- dipole z after mu/q (e bohr): 0.000000
OH- M_zz at 0, mu/q, 2mu/q (e bohr^2): -4.891306 -4.711206 -4.891306
```
